# Orientations and spin resonance of the vacancy-oxygen centre in silicon

## Problem

A vacancy in silicon has four nearest neighbours. In the vacancy-oxygen centre, an oxygen atom sits off the vacant site and bridges two of them. The other two form a bond with each other across the vacancy. In the negative charge state one extra electron occupies the antibonding orbital of that bond. This orbital is non-degenerate, the centre has spin \(S=1/2\), and its point symmetry is \(C_{2v}\).

Let \(\mathbf a\) be the unit vector joining the two unbridged silicon atoms, \(\mathbf c\) the unit vector along the twofold axis, and \(\mathbf b\) the unit vector normal to both. Hyperfine structure is neglected, so the spin Hamiltonian is

\[
H=\mu_B\,\mathbf B\cdot\mathsf g\cdot\mathbf S ,
\]

where \(\mathbf S\) is dimensionless.

1. Find the possible orientations of the centre and the form of \(\mathsf g\).
2. Show that a field along a cube axis groups six orientations into two resonance lines containing two and four centres, if the orientations are equally populated.
3. Show that the integrated absorptions are in the ratio 1 to 2 when the g anisotropy is small, and find the leading correction.
4. Evaluate the result at 9.4 GHz and 77 K. Take rough g shifts from the free-electron value of 0.000 along \(\mathbf a\), 0.007 along \(\mathbf b\) and 0.001 along \(\mathbf c\). Judge the neglected effects.

The microwave field is linearly polarized and perpendicular to the static field. The spectrum is recorded by sweeping the static field at fixed frequency, without saturation. All centres have the same line shape and width in frequency, and none reorients during the measurement.

## Hints

**Hint 1.** Place the neighbours along \((1,1,1)\), \((1,-1,-1)\), \((-1,1,-1)\) and \((-1,-1,1)\). An orientation is fixed by the pair that oxygen bridges.

**Hint 2.** The field and the spin are axial vectors. Apply the twofold rotation and one mirror reflection to \(\mathbf B\cdot\mathsf g\cdot\mathbf S\), and see which coefficients survive.

**Hint 3.** The Hamiltonian is that of a spin in an effective field \(\mathsf g^{T}\mathbf B\). The length of this vector gives the splitting.

**Hint 4.** For the intensity, take the spin quantization axis along the effective field. The part of the microwave drive perpendicular to that axis causes transitions.

## Solution

### Orientations and the g tensor

There are \(4\cdot3/2=6\) pairs of neighbours that oxygen can bridge. Symmetry gives the same count: the tetrahedral group of the vacancy has 24 operations, of which 4 leave a given centre unchanged, and \(24/4=6\).

The twofold axis points along the sum of the two bridged neighbour vectors. If the first two are bridged, the sum is \((2,0,0)\), so \(\mathbf c\) lies along \(x\). The difference of the unbridged vectors is \((0,2,-2)\), so \(\mathbf a=(0,1,-1)/\sqrt2\). If instead the last two are bridged, \(\mathbf c\) again lies along the \(x\) axis, but \(\mathbf a=(0,1,1)/\sqrt2\). The same happens for \(y\) and \(z\). Each cube axis therefore carries \(\mathbf c\) for two orientations, which differ by the exchange of the \(\mathbf a\) and \(\mathbf b\) directions.

Silicon has two sublattices, whose neighbour tetrahedra are inverted with respect to each other. Inversion changes neither \(\mathbf B\) nor \(\mathbf S\), so the second sublattice repeats the same six g tensors.

Now apply the site symmetry. A half turn about \(\mathbf c\) reverses the \(a\) and \(b\) components of \(\mathbf B\) and \(\mathbf S\) and keeps the \(c\) components. Terms such as \(B_aS_c\) change sign, so \(g_{ac}=g_{ca}=g_{bc}=g_{cb}=0\). Reflection in the plane normal to \(\mathbf b\) keeps the \(b\) component of an axial vector and reverses the other two. The terms \(B_aS_b\) and \(B_bS_a\) then change sign, so \(g_{ab}=g_{ba}=0\). What remains is

\[
\mathsf g=g_a\,\mathbf a\mathbf a^{T}+g_b\,\mathbf b\mathbf b^{T}+g_c\,\mathbf c\mathbf c^{T}.
\]

A sign change of the antibonding orbital under a reflection does not matter, because the orbital enters twice in each matrix element of \(H\).

### Resonance condition for all six centres

Write \(\mathbf B=B\mathbf n\) with \(|\mathbf n|=1\), and define \(\mathbf w=\mathsf g^{T}\mathbf n\). Then \(H=\mu_BB\,\mathbf w\cdot\mathbf S\). The component of a spin 1/2 along \(\mathbf w\) is \(\pm1/2\), so the levels are \(\pm\mu_BB|\mathbf w|/2\). Resonance requires

\[
h\nu=g(\mathbf n)\mu_BB,\qquad
g(\mathbf n)^2=|\mathbf w|^2=g_a^2(\mathbf n\cdot\mathbf a)^2+g_b^2(\mathbf n\cdot\mathbf b)^2+g_c^2(\mathbf n\cdot\mathbf c)^2 .
\]

Let \(k\) be the cube axis along \(\mathbf c\), and let \(i,j\) be the other two. Apart from overall signs, which do not affect the squares,

\[
\mathbf a=\frac{\mathbf e_i+s\,\mathbf e_j}{\sqrt2},\qquad
\mathbf b=\frac{\mathbf e_i-s\,\mathbf e_j}{\sqrt2},\qquad s=\pm1 .
\]

Since \(s^2=1\), the squared projections are

\[
(\mathbf n\cdot\mathbf a)^2=\tfrac12(n_i^2+n_j^2)+s\,n_in_j,\qquad
(\mathbf n\cdot\mathbf b)^2=\tfrac12(n_i^2+n_j^2)-s\,n_in_j .
\]

With the abbreviation \(G^2=(g_a^2+g_b^2)/2\), substitution gives

\[
g^2=g_c^2n_k^2+G^2(n_i^2+n_j^2)+s\,(g_a^2-g_b^2)\,n_in_j .
\tag{1}
\]

The three choices of \(k\) and two of \(s\) cover the six orientations.

### Field along a cube axis

Take \(\mathbf n=(0,0,1)\). Every product \(n_in_j\) with \(i\ne j\) vanishes, so the sign \(s\) drops out.

- For \(k=z\), \(n_k=1\) and \(n_i=n_j=0\). Both orientations have \(g=g_c\).
- For \(k=x\) or \(k=y\), \(n_k=0\) and \(n_i^2+n_j^2=1\). All four orientations have \(g=G\).

With equal populations the numbers of centres in the two lines are as 2 to 4, or 1 to 2. In the second group the field makes an angle of 45 degrees with both \(\mathbf a\) and \(\mathbf b\), or with their reversed directions. This is why the squares of \(g_a\) and \(g_b\) enter with equal weight.

The two lines are distinct if \(g_c\neq G\). If \(g_c=G\), all six centres resonate together for this field direction, even though their tensors may still be anisotropic. To observe two separate maxima, the separation must also be at least comparable with the line width; the exact limit depends on the line shape.

### From numbers of centres to intensities

Counting centres gives the intensity ratio if each centre absorbs equally. This has to be examined, because the transition strength depends on \(\mathsf g\).

Let \(\mathbf b_1\) be the unit vector along the microwave field and \(\mathbf u=\mathsf g^{T}\mathbf b_1\). The drive is proportional to \(\mathbf u\cdot\mathbf S\). Choose the spin \(z'\) axis along \(\hat{\mathbf w}=\mathbf w/|\mathbf w|\). The off-diagonal element is \((u_{x'}-iu_{y'})/2\), and hence

\[
|\langle+|\mathbf u\cdot\mathbf S|-\rangle|^2
=\tfrac14\left[|\mathbf u|^2-(\mathbf u\cdot\hat{\mathbf w})^2\right]
\equiv\tfrac14u_\perp^2 .
\]

At fixed frequency the quantum \(h\nu\) is common to all centres, and so is the thermal population difference between their two spin levels. The field sweep adds one factor. Since the resonance frequency is \(g\mu_BB/h\), integrating a line of unit area in frequency over \(B\) gives \(h/(g\mu_B)\). The integrated absorption per centre is therefore proportional to \(u_\perp^2/g\).

Take \(\mathbf b_1=(\cos\varphi,\sin\varphi,0)\). For the two centres with \(k=z\), \(\hat{\mathbf w}\) is along \(z\) and \(\mathbf u\) lies in the \(xy\) plane. The whole of \(\mathbf u\) is effective, and by the algebra that led to (1),

\[
u_\perp^2=G^2+s\,(g_a^2-g_b^2)\cos\varphi\sin\varphi .
\]

The second term cancels in the sum over \(s\). With a common constant omitted, the total for this line is

\[
I_c=\frac{2G^2}{g_c}.
\]

For \(k=x\), use \(i=y\) and \(j=z\). Then

\[
\hat{\mathbf w}=\frac{s\,(g_a\mathbf a-g_b\mathbf b)}{\sqrt2\,G},\qquad
\mathbf u=g_c\cos\varphi\,\mathbf e_x+\frac{\sin\varphi}{\sqrt2}(g_a\mathbf a+g_b\mathbf b).
\]

The first part of \(\mathbf u\) is perpendicular to \(\hat{\mathbf w}\). For the second part, the perpendicular length is the magnitude of the two-dimensional cross product with \(\hat{\mathbf w}\):

\[
|\sin\varphi|\,\frac{|g_a(-g_b)-g_bg_a|}{2G}=|\sin\varphi|\,\frac{g_ag_b}{G}.
\]

Thus \(u_\perp^2=g_c^2\cos^2\varphi+(g_ag_b/G)^2\sin^2\varphi\) for either sign \(s\). For \(k=y\), the roles of \(\cos\varphi\) and \(\sin\varphi\) are exchanged. Adding all four centres and dividing by their common value \(g=G\),

\[
I_G=\frac{2}{G}\left(g_c^2+\frac{g_a^2g_b^2}{G^2}\right).
\]

The angle \(\varphi\) has dropped out of both sums. The ratio of the four-centre line to the two-centre line is

\[
R=\frac{I_G}{I_c}=\frac{g_c}{G^3}\left(g_c^2+\frac{g_a^2g_b^2}{G^2}\right).
\tag{2}
\]

To see the small-anisotropy limit, put \(g_c=G(1-\epsilon)\), \(g_a^2=G^2(1-\eta)\) and \(g_b^2=G^2(1+\eta)\). The last two agree with the definition of \(G\). Then

\[
R=(1-\epsilon)\left[(1-\epsilon)^2+1-\eta^2\right]
=2-4\epsilon+O(\epsilon^2,\eta^2).
\]

For \(\epsilon,\eta\to0\) the weaker and stronger lines have intensities 1 to 2. The leading correction is \(-4\epsilon=-4(G-g_c)/G\).

### Numbers for the centre in silicon

The free-electron value 2.00232 and the rough shifts give \(g_a=2.00232\), \(g_b=2.00932\) and \(g_c=2.00332\). The extra digits keep the arithmetic consistent; the shifts themselves are known here to one figure. The combined value is

\[
G=\sqrt{\frac{2.00232^2+2.00932^2}{2}}=2.00582 .
\]

At 9.4 GHz, \(B=h\nu/(g\mu_B)\) gives 335.248 mT for the weaker line and 334.830 mT for the stronger. The larger g value resonates at the lower field. The separation is 0.418 mT for these inputs. Since each shift is rounded to 0.001, values from about 0.25 to 0.59 mT are compatible with them. For an assumed full width at half maximum of 0.1 mT, the lines are resolved.

The small parameter is \(\epsilon=(2.00582-2.00332)/2.00582=0.00125\), so \(R\approx2-4(0.00125)=1.995\). As a test of (2), the absorption of all six Hamiltonians was computed from their eigenvectors during a field sweep, with Gaussian lines of the stated width. Dividing the areas at the midpoint between the lines gave 1.995, in agreement with (2). This division works only when the tails hardly overlap: Gaussian lines of 0.2 mT would give about 1.975, and Lorentzian lines of 0.1 mT about 1.79, so broader or long-tailed lines must be fitted rather than cut at the midpoint. For these inputs, the departure from 2 is −0.25 percent.

### Effects left out, and the real material

**Silicon-29.** About 4.7 percent of silicon nuclei carry spin. With two main silicon sites, a fraction \((1-0.047)^2=0.908\) of the centres has no such nucleus there. This factor is the same for both lines and cancels in the ratio. For a rough isotropic coupling of 400 MHz, a single silicon-29 nucleus puts satellites about 7 mT to either side, far outside the 0.4 mT pattern. Centres with two such nuclei make up 0.22 percent of the total and can return at most that weight to the central region. Weaker couplings to more distant nuclei are not treated separately; they are taken to be part of the line width. This is justified only for couplings of a few MHz. A site coupled by more than about 12 MHz puts one satellite of each line beyond the midpoint, 0.21 mT away. A fraction \(p=0.047/2\) of each line then crosses over, and areas divided at the midpoint give about \((2-p)/(1+p)\approx1.93\). One such site thus lowers the apparent ratio by about 3 percent, more than ten times the transition-strength correction.

**Reorientation.** Oxygen can jump between bridging positions. With a rough barrier of 0.4 eV and an attempt rate of \(10^{13}\) per second, the jump rate at 77 K is about \(7\times10^{-14}\) per second. Averaging of the two lines would require a rate comparable with their angular frequency difference, \(7\times10^7\) rad/s. The static picture therefore holds at 77 K by a wide margin.

**Strain.** Strain can make one group of orientations lower in energy. During cooling, the populations follow this energy difference until jumps become too slow. If freezing is placed where one jump takes the assumed cooling time of 1000 s, then

\[
T_f=\frac{0.4\ \mathrm{eV}}{k_B\ln(10^{13}\times10^{3})}\approx126\ \mathrm K .
\]

An assumed residual strain of \(10^{-5}\) and a rough coupling of 10 eV per unit strain give an energy difference of 0.10 meV. The Boltzmann factor at \(T_f\) changes the population ratio from 2 to about 1.98 or about 2.02, depending on the sign of the energy difference. This shift of about 0.9 percent is larger than the transition-strength correction. It grows with strain, so the 1 to 2 rule can fail in a sample cooled under appreciable stress, depending on the direction of the stress.

In a real crystal the centre forms when vacancies, produced for example by electron irradiation, are captured by dissolved interstitial oxygen. The g shifts and the barrier used above are rough values for this centre; the line width, strain and cooling time are assumptions that vary between samples and experiments. In thermal equilibrium, the material must be n-type with a Fermi level high enough to keep the centre negative. If some centres lose their extra electron, both lines weaken by the same factor in an unstrained crystal, since the six orientations are then equivalent apart from their very small Zeeman energies. Equal population is the assumption that residual stress breaks. The estimate above covers the atomic alignment frozen in during cooling. If only part of the centres are negative, strain also shifts the electron level differently for the two groups, and electrons that can still move between centres redistribute at the measurement temperature. For a level difference of 0.10 meV at 77 K this changes the ratio by a further 0.8 percent at half filling and 1.4 percent at one-tenth filling, and by more at lower temperature. Saturation could also change the ratio, for example if spin relaxation depended on orientation; the size of this effect is not estimated here.

## Variation 1: other field directions

**What patterns appear for fields along [111] and [110]?**

For [111], \(n_x=n_y=n_z=1/\sqrt3\). Equation (1) becomes

\[
g^2=\frac{g_c^2+g_a^2+g_b^2+s(g_a^2-g_b^2)}{3}.
\]

The three centres with \(s=+1\) have \(g^2=(g_c^2+2g_a^2)/3\), and the three with \(s=-1\) have \(g^2=(g_c^2+2g_b^2)/3\). The numbers of centres are 3 to 3.

For [110], \(n_x=n_y=1/\sqrt2\) and \(n_z=0\). The two centres with \(k=z\) have \(g^2=G^2+s(g_a^2-g_b^2)/2\), which is \(g_a^2\) for \(s=+1\) and \(g_b^2\) for \(s=-1\). For the other four, the product \(n_in_j\) contains \(n_z\) and vanishes, so \(g^2=(g_c^2+G^2)/2\). The pattern is 1 to 1 to 4.

These directions supply what the cube axis cannot. A cube-axis spectrum yields \(g_c\) and \(G\), whereas the [110] spectrum gives the two values \(g_a\) and \(g_b\) individually. It does not tell which of them belongs to \(\mathbf a\): exchanging \(g_a\) and \(g_b\) in (1) has the same effect as reversing \(s\), and both signs of \(s\) are present. That assignment needs other information, such as the hyperfine structure.

## Variation 2: a slightly misaligned field

**How does the cube-axis pattern change if the field is tilted by a small angle \(\delta\) from [001] towards [010]?**

Put \(\mathbf n=(0,\sin\delta,\cos\delta)\) in (1):

\[
\begin{aligned}
k=x:&\quad g^2=G^2+s(g_a^2-g_b^2)\sin\delta\cos\delta,\\
k=y:&\quad g^2=g_c^2\sin^2\delta+G^2\cos^2\delta,\\
k=z:&\quad g^2=g_c^2\cos^2\delta+G^2\sin^2\delta .
\end{aligned}
\]

The centres with \(k=x\) move apart in first order. Taking the square root gives \(g\approx G+s(g_a^2-g_b^2)\delta/(2G)\). The pairs with \(k=y\) and \(k=z\) move in second order. The stronger line thus splits in the ratio 1 to 2 to 1, while the weaker line stays single.

For \(\delta=1\) degree, or 0.01745 rad, the total spread in g is

\[
\frac{|g_a^2-g_b^2|\,\delta}{G}
=\frac{0.0281\times0.01745}{2.00582}=2.4\times10^{-4}.
\]

Multiplying by \(B/G\) gives a field spread of 0.041 mT. The weaker line moves by about 0.0001 mT. With a width of 0.1 mT the splitting is not resolved, but it broadens the stronger line and lowers its peak. Peak heights would then give too small a ratio, whereas the areas still count the centres. The numerical output below lists the numbers of centres per line for the [111] and [110] directions, and the field spread and shift for the tilt.

## Table of computed values

```
Tetrahedral operations: 24; site operations: 4
Distinct orientations: 6
Free-electron g: 2.00232
Rough g shifts a, b, c: 0.000, 0.007, 0.001
Input ga, gb, gc: 2.00232, 2.00932, 2.00332
Combined value G: 2.00582
Centres at gc and at G, B along [001]: 2, 4
Line counts, B along [111]: [3, 3]
Line counts, B along [110]: [1, 1, 4]
Line count if gc equals G: [6]
Microwave frequency: 9.4 GHz
Measurement temperature: 77 K
Field of weaker line (gc): 335.248 mT
Field of stronger line (G): 334.830 mT
Line separation: 0.418 mT
Rough full width at half maximum: 0.1 mT
Simulated area ratio, strong/weak: 1.99500
Ratio from transition-strength formula: 1.99500
Ratio to first order in anisotropy: 1.99501
Departure from ratio 2: -0.25 percent
Tilt angle: 1.0 degree
Tilt spread of stronger line: 0.0408 mT
Tilt shift of weaker line: 0.000128 mT
Rough silicon-29 abundance: 4.7 percent
Rough silicon-29 coupling: 400 MHz
Satellite offset, half their spacing: 7.13 mT
Centres with no silicon-29 on two main sites: 90.8 percent
Centres with silicon-29 on both sites: 0.22 percent
Rough reorientation barrier: 0.4 eV
Rough attempt rate: 1e+13 1/s
Reorientation rate at 77 K: 6.6e-14 1/s
Reorientation rate at 300 K: 1.9e+06 1/s
Angular frequency difference of lines: 7.37e+07 rad/s
Assumed cooling time: 1000 s
Orientation freezing temperature: 126 K
Assumed residual strain: 1e-05
Rough strain coupling: 10 eV per unit strain
Strain energy bias between groups: 0.10 meV
Population ratio range with strain: 1.982 to 2.019
```
